\section*{The lightly doped Hubbard chain as a dilute gas of spinless holons, part 2}

Take a Hubbard ring of $L$ sites ($L$ even) with repulsion $U>0$, density $n$ and doping $\delta=1-n$. We seek $\chi=\partial n/\partial\mu$, the charge velocity $v$ and the Luttinger parameter $K_\rho$ as $\delta\to0$, to decide whether a numerical grid should step the chemical potential $\mu$ or the particle number, and whether $K_\rho$ may be extrapolated to a known value.

Units are $t=\hbar=1$ with unit lattice constant, and $u=U/4$. Temperature and magnetic field are zero. A flux $\phi$ multiplies each hop by $e^{\pm i\phi/L}$.

In the Bethe ansatz, charge roots $k$ have density $\rho$ per site and energy $-2\cos k$ each. The spin roots, in their lowest singlet configuration, have been eliminated. Empty charge roots, of density $\rho_h$, are holons:
\begin{equation}
\rho+\rho_h=\frac1{2\pi}+B\rho,\qquad
(Bf)(k)=\cos k\int_{-\pi}^{\pi}R(\sin k-\sin k')f(k')\,dk' .
\label{eq:slots}
\end{equation}
Here $R(x)=\frac1\pi\int_0^\infty\frac{\cos\omega x}{1+e^{2u\omega}}\,d\omega$, $R(0)=\ln2/(2\pi u)$, and $\Phi$ is odd with $\Phi'=R$.

The $N_h=\delta L$ holons lie near $k=\pi$, at $k=\pi+q$. Their positions obey $Lz(k)=I+\phi/2\pi$ with distinct half-odd integers $I$, where $z(k)=z_0(k)-L^{-1}\sum_l\Phi(\sin k-\sin k_l)$ and $z_0(k)=k/2\pi+\int_{-\pi}^{\pi}\Phi(\sin k-\sin k')\,dk'/2\pi$.

Holon energies add to the half-filled energy per site $e_0$. Each holon has momentum $p=Dq$ and energy $-\mu_-+p^2/2m$, with $1/m=2N/D^2$ and
\begin{align}
D=2\pi z_0'(\pi)
&=1-\int_{-\pi}^{\pi}R(\sin k')\,dk'\nonumber\\
&=1-2\int_0^\infty\frac{J_0(\omega)}{1+e^{2u\omega}}\,d\omega ,
\label{eq:D}\\
\mu_-&=2-4\int_0^\infty\frac{J_1(\omega)}{\omega(1+e^{2u\omega})}\,d\omega,\\
N&=1-2\int_0^\infty\frac{\omega J_1(\omega)}{1+e^{2u\omega}}\,d\omega .
\label{eq:N}
\end{align}
$D$, $N$ and $m$ are positive for every $U>0$. Poisson summation of $D=\sum_{r=-\infty}^{\infty}(-1)^r(1+4u^2r^2)^{-1/2}$ gave $D=\frac2u\sum_{j\ge0}K_0(\zeta_j)$, with $\zeta_j=(2j+1)\pi/2u$ and $K_0$ a modified Bessel function. At weak coupling
\begin{equation}
D\approx\frac{2}{\sqrt u}e^{-\pi/2u},\qquad
N\approx\frac{\pi}{u^{3/2}}e^{-\pi/2u},\qquad
m\approx\frac{2\sqrt u}{\pi}e^{-\pi/2u}.
\label{eq:weak}
\end{equation}

\subsection{Where the holons may sit}

For small $q$, $\sin k-\sin k_l=-(q-q_l)$ up to cubic terms, so $-\Phi(\sin k-\sin k_l)=R(0)(q-q_l)$. Also $z_0(\pi)=1/2$, because the integral of the odd function $\Phi(-\sin k')$ over the zone vanishes. Multiply the condition for $k_j$ by $2\pi$ and write $\nu_j=I_j-L/2$:
\begin{equation}
LDq_j+2\pi R(0)\sum_l(q_j-q_l)=2\pi\nu_j+\phi .
\end{equation}
With $p_j=Dq_j$ this becomes
\begin{equation}
Lp_j+b\sum_l(p_j-p_l)=2\pi\nu_j+\phi,\qquad
b=\frac{2\pi R(0)}{D}=\frac{\ln2}{uD}.
\label{eq:gas}
\end{equation}

For $b=0$ these are free fermions on a ring. The numbers $\nu_j$ are distinct, and there is one set of them, so the fermions are spinless. The interaction adds a phase linear in the momentum difference. Let $P=\sum_lp_l$ and $L'=L+bN_h$. Then \eqref{eq:gas} reads
\begin{equation}
p_j=\frac{2\pi\nu_j+\phi+bP}{L'} .
\label{eq:pj}
\end{equation}
At $P=\phi=0$ the holons are free spinless fermions on a ring of length $L'$. Since $b>0$, the effective length is larger than $L$. A hard core of finite diameter would make it smaller.

The omitted terms are cubic in $q$. At fixed $U$ they change the results by relative corrections of order $\delta^2$, so the formulas below hold through first order in $\delta$ beyond the leading law.

\subsection{Chemical potential and compressibility}

With an even number of holons the ground state has $\nu_j=\pm\frac12,\pm\frac32,\dots,\pm\frac{N_h-1}2$, and $\sum\nu_j^2=N_h(N_h^2-1)/12$. For large $N_h$ the kinetic energy per site is
\begin{equation}
\frac1L\sum_j\frac{p_j^2}{2m}
=\frac{4\pi^2}{2mLL'^2}\frac{N_h^3}{12}
=\frac{\pi^2}{6m}\frac{\delta^3}{(1+b\delta)^2}.
\end{equation}
Including the constant $-\mu_-$ per holon,
\begin{equation}
e(\delta)=e_0-\mu_-\delta+\frac{\pi^2}{6m}\frac{\delta^3}{(1+b\delta)^2}.
\end{equation}
Because $n=1-\delta$, the chemical potential is $\mu=de/dn=-de/d\delta$. To leading order,
\begin{equation}
\mu=\mu_--\frac{\pi^2\delta^2}{2m},\qquad
\delta=\frac{\sqrt{2m(\mu_--\mu)}}{\pi}.
\label{eq:sqrt}
\end{equation}

The inverse compressibility is $d\mu/dn=d^2e/d\delta^2$, the two minus signs cancelling. Put $x=b\delta$. The first derivative of $\delta^3/(1+x)^2$ is $\delta^2(3+x)/(1+x)^3$. The second is
\begin{equation}
\frac{\delta\left[(6+3x)(1+x)-3x(3+x)\right]}{(1+x)^4}
=\frac{6\delta}{(1+x)^4}.
\end{equation}
Hence
\begin{equation}
\chi=\frac{\partial n}{\partial\mu}=\frac{m}{\pi^2\delta}(1+b\delta)^4 .
\label{eq:chi}
\end{equation}
The divergence is the inverse square root at the bottom of a one-dimensional parabolic band. Free fermions show it too, so it is no sign of attraction between the holons. Nor is there phase separation, since $d^2e/d\delta^2$ stays positive.

\subsection{Charge velocity}

At $\phi=0$ raise the outermost $\nu_j$ by one. Summing \eqref{eq:gas} over $j$ removes the interaction by antisymmetry, so the total momentum changes by $dP=2\pi/L$. The energy changes by $\sum_jp_j\,dp_j/m$. The shift $b\,dP/L'$ in \eqref{eq:pj} is common to all holons and drops out because $\sum_jp_j=0$ initially. What remains is $p_F(2\pi/L')/m$, with $p_F=\pi N_h/L'=\pi\delta/(1+b\delta)$. Dividing by $dP$,
\begin{equation}
v=\frac{p_F}{m}\frac{L}{L'}=\frac{\pi\delta}{m(1+b\delta)^2}.
\label{eq:v}
\end{equation}
The velocity vanishes because the Fermi momentum of the holons shrinks at fixed mass. The mass itself does not diverge on approaching half filling.

\subsection{The Luttinger parameter}

The low-energy charge sector of a spinful chain is described by
\begin{equation}
H_\rho=\frac{v}{2\pi}\int dx\left[K_\rho(\partial_x\theta)^2
+\frac1{K_\rho}(\partial_x\varphi)^2\right],
\end{equation}
with density change $\delta n=-\sqrt2\,\partial_x\varphi/\pi$ and $\theta=(\theta_\uparrow+\theta_\downarrow)/\sqrt2$. This fixes the normalization: electrons without interaction have $K_\rho=1$.

A uniform density change costs $\frac{v}{2\pi K_\rho}\frac{\pi^2\delta n^2}{2}$ per length. Equating this with $\delta n^2/2\chi$ gives $\chi=2K_\rho/\pi v$. A flux gives both $\theta_\uparrow$ and $\theta_\downarrow$ the gradient $\phi/L$, so $\partial_x\theta=\sqrt2\phi/L$ and the energy per length is $vK_\rho\phi^2/\pi L^2$. With the stiffness defined by $S=L\,\partial^2E/\partial\phi^2$, we have
\begin{equation}
\chi=\frac{2K_\rho}{\pi v},\qquad S=\frac{2K_\rho v}{\pi},\qquad
K_\rho=\frac\pi2\sqrt{S\chi},\qquad v=\sqrt{S/\chi}.
\label{eq:LL}
\end{equation}

From \eqref{eq:chi} and \eqref{eq:v},
\begin{equation}
K_\rho=\frac{\pi v\chi}{2}=\frac12(1+b\delta)^2\longrightarrow\frac12 .
\label{eq:K}
\end{equation}
The mass has cancelled, which is why the limit does not depend on $U$.

The stiffness gives an independent route. In \eqref{eq:gas} a flux shifts every $p_j$ by $\phi/L$, since the differences are unchanged. The energy rises by $N_h\phi^2/2mL^2$, so $S=\delta/m$. Inserting this and \eqref{eq:chi} into \eqref{eq:LL} reproduces both \eqref{eq:v} and \eqref{eq:K}.

The number $1/2$ counts species. Free spinless carriers have $\chi=1/\pi v$, hence $K_\rho=1/2$. Free carriers with two spin states would have $\chi=2/\pi v$, hence $K_\rho=1$.

\subsection{Equations at any doping}

To see where the dilute description ends we need $v$ and $K_\rho$ without expansion. Let the ground state fill $|k|<Q$. Define the dressed energy $\kappa$ by
\begin{equation}
\kappa(k)=-2\cos k-\mu+\int_{-Q}^{Q}\cos k'R(\sin k'-\sin k)\kappa(k')\,dk',
\label{eq:kappa}
\end{equation}
and the dressed charge $\xi$ by the same equation with source $1$.

Add roots of density $\rho_p$ outside $Q$ and holes of density $\rho_i$ inside. Let $B_Q$ be $B$ restricted to $|k|<Q$. The inner root density changes by $\Delta\rho$, with $(1-B_Q)\Delta\rho=-\rho_i+B\rho_p$. Since the kernel in \eqref{eq:kappa} is the transpose of that in $B_Q$, the change of $e-\mu n$ is
\begin{align}
&\int_{|k|<Q}\kappa(-\rho_i+B\rho_p)\,dk
+\int_{|k|>Q}(-2\cos k-\mu)\rho_p\,dk\nonumber\\
&\qquad=\int_{|k|>Q}\kappa\rho_p\,dk-\int_{|k|<Q}\kappa\rho_i\,dk .
\end{align}
So $\kappa$ is the excitation energy, and stability requires $\kappa(\pm Q)=0$. A step $dk$ across $Q$ costs $\kappa'(Q)dk$ and changes the momentum by $2\pi\rho(Q)dk$, giving $v=\kappa'(Q)/2\pi\rho(Q)$.

The same argument with source $1$ gives $dn/dQ=2\rho(Q)\xi(Q)$. Now differentiate \eqref{eq:kappa} with respect to $Q$. The boundary terms vanish, so $\partial_Q\kappa=-\xi\,d\mu/dQ$. Keeping $\kappa(Q)=0$ then requires $d\mu/dQ=\kappa'(Q)/\xi(Q)$. Therefore
\begin{equation}
\chi=\frac{2\rho(Q)\xi(Q)^2}{\kappa'(Q)}=\frac{\xi(Q)^2}{\pi v},
\qquad K_\rho=\frac{\xi(Q)^2}{2}.
\end{equation}
As $Q\to\pi$, the integral of $\cos k'R(\sin k'-\sin k)$ over the full zone vanishes, so $\xi\to1$, again giving $K_\rho\to1/2$.

The expansions \eqref{eq:chi}, \eqref{eq:v} and \eqref{eq:K} were tested against these equations at $U=2$, $4$ and $12$ with $\pi-Q=0.001$. At $U=4$, for instance, $2K_\rho=\xi(Q)^2$ from the finite-doping equations and $(1+b\delta)^2$ from \eqref{eq:K} both equal $1.000441$; the product $\pi v\chi$ formed with numerical derivatives gives $1.000442$, its last digit carrying the error of the finite steps.

\subsection{How small the doping must be}

The holon band must be parabolic up to $q_F\approx\pi\delta/D$. Repeat the Poisson summation for $z_0'(k)$ at general $k$ with $|k|>\pi/2$. The term $r$ becomes $[1+(2ur+i\sin k)^2]^{-1/2}$, and shifting the integration line by $i\sin k$ gives each harmonic a real exponential:
\begin{equation}
2\pi z_0'(k)=|\cos k|\,\frac2u\sum_{j\ge0}K_0(\zeta_j)\cosh(\zeta_j\sin k).
\end{equation}
At weak coupling the term $j=0$ changes appreciably once $q\sim2u/\pi$. At strong coupling the scale is that of the lattice, $q\sim1$. This suggests the order-of-magnitude condition
\begin{equation}
\delta\ll\delta^*=\frac{D\min(1,u)}{\pi}.
\end{equation}
The strong inequality matters: for $U=1$, $2$ and $4$ a straight line through $K_\rho$ at $\delta^*/2$ and $\delta^*$ reaches about $0.54$ at $\delta=0$, and one through $\delta^*/4$ and $\delta^*/2$ about $0.51$. By \eqref{eq:weak}, $\delta^*$ is exponentially small as $U\to0$. The limits do not commute: at $U=0$ the chain has $K_\rho=1$ and a finite compressibility at half filling.

\subsection{Worked example: $U=4t$}

The integrals give $D=0.400738$, $N=0.843317$ and $\mu_-=1.356636\,t$. Then
\begin{align}
m&=\frac{0.400738^2}{2(0.843317)}=0.0952\,t^{-1},\\
b&=\frac{0.693147}{0.400738}=1.730,\qquad
\delta^*=\frac{0.400738}{\pi}=0.128 .
\end{align}
By particle-hole symmetry electrons enter at $U-\mu_-$, so the charge gap is $4-2(1.356636)=1.287\,t$.

At $\delta=0.01$ the leading laws predict
\begin{equation}
v=\frac{0.01\pi}{0.095214}=0.330\,t,\qquad
\chi=\frac{0.095214}{0.01\pi^2}=0.965\,t^{-1}.
\end{equation}
The finite-doping equations give $0.316\,t$ and $1.041\,t^{-1}$. Their product yields $K_\rho=\frac\pi2(0.316)(1.041)=0.517$, and \eqref{eq:K} gives $\frac12(1.0173)^2=0.517$. Other dopings are:

\begin{center}
\begin{tabular}{cccc}
$\delta$ & $v/t$ & $\pi\delta/(mt)$ & $K_\rho$\\
0.100 & 1.750 & 3.300 & 0.636\\
0.050 & 1.227 & 1.650 & 0.581\\
0.020 & 0.599 & 0.660 & 0.534\\
0.001 & 0.0329 & 0.0330 & 0.502
\end{tabular}
\end{center}

At $\delta=0.1$, close to $\delta^*$, the velocity lies 47 per cent below the leading law, relative to that law. The factor $(1+b\delta)^{-2}$ in \eqref{eq:v} accounts for 27 per cent; the rest comes from the terms omitted in the dilute description.

For the grid, \eqref{eq:sqrt} places $\delta=0.01$ at $\pi^2(0.01)^2/2(0.095214)=0.0052\,t$ below the edge. A step of $0.05\,t$ from the edge already leads to $\delta\approx0.03$. Fixed particle numbers are the better choice here.

A ring of 402 sites with 12 holes provides a test that uses neither $\xi$ nor the velocity formula. Energy differences in particle number and flux give $\chi=0.4185\,t^{-1}$ and $S=0.2949\,t$, so
\begin{equation}
K_\rho=\frac\pi2\sqrt{(0.2949)(0.4185)}=0.552,\qquad
v=\sqrt{\frac{0.2949}{0.4185}}\,t=0.839\,t .
\end{equation}
The infinite chain has $0.551$ and $0.841\,t$ at the same doping.

\subsection{Other couplings, and where the result fails}

\begin{center}
\begin{tabular}{ccccc}
$U/t$ & $\delta^*$ & $K_\rho(0.1)$ & $K_\rho(10^{-3})$ & $K_\rho(10^{-5})$\\
1 & 0.0006 & 0.906 & 0.714 & 0.504\\
2 & 0.019 & 0.795 & 0.512 & 0.500\\
8 & 0.21 & 0.550 & 0.501 & 0.500\\
16 & 0.26 & 0.520 & 0.500 & 0.500
\end{tabular}
\end{center}

At $U=t$ a doping of $10^{-3}$ still lies above $\delta^*$, and $K_\rho$ is far from its limit. Imposing $1/2$ on data at a few per cent doping would be wrong there, while at $U=16t$ the error at $\delta=0.1$ is about 4 per cent of $K_\rho$.

The derivation also assumes zero temperature. The square-root edge is smeared once the temperature reaches the holon Fermi energy $\pi^2\delta^2/2m$, which is $0.0052\,t$ in the example at $\delta=0.01$. The singlet filling of the spin roots also requires the temperature to lie well below the spin excitation energy, of order $4t^2/U$ at strong coupling, and this can be the lower scale: at $U=100t$ and $\delta=0.1$ it is $0.04\,t$, against a holon Fermi energy of $0.10\,t$. A magnetic field that polarizes the spins invalidates the elimination of the spin roots used here. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Energies in t, velocity in t (a=hbar=1), dn/dmu in 1/t
8 sites, 6 el., U=4, flux 0.0: ED -6.67219600 LW -6.67219600
8 sites, 6 el., U=4, flux 0.5: ED -6.65668104 LW -6.65668104
Q=2.2, U=4, electron side: d 0.17930685 mu 0.70145690
Q=2.2, U=4, hole side:     d 0.17930685 mu 0.70145690
Ratios to leading laws at pi-Q=0.001: exact | first-order formula
U=2 d=3.763e-05 v 0.999113|0.999118 chi 1.001772|1.001767 2K 1.000884|1.000883
U=4 d=1.276e-04 v 0.999557|0.999559 chi 1.000885|1.000883 2K 1.000442|1.000441
U=12 d=2.461e-04 v 0.999853|0.999853 chi 1.000295|1.000294 2K 1.000147|1.000147
U=4: D=0.400738 N=0.843317 mass=0.095214 1/t
U=4: mu_edge=1.356636 t, charge gap=1.286727 t
U=4: b=1.72968, doping scale d*=0.12756
U=4: doping | v, pi d/m | dn/dmu, m/(pi^2 d) | K_rho
0.200 | 2.06359, 6.59903 | 0.2133, 0.0482 | 0.69132
0.100 | 1.74979, 3.29952 | 0.2313, 0.0965 | 0.63570
0.050 | 1.22678, 1.64976 | 0.3013, 0.1929 | 0.58064
0.020 | 0.59933, 0.65990 | 0.5677, 0.4824 | 0.53445
0.010 | 0.31637, 0.32995 | 1.0411, 0.9647 | 0.51735
0.001 | 0.03288, 0.03300 | 9.7149, 9.6472 | 0.50173
Ring L=402, holes=12, d=0.02985, U=4:
  dn/dmu=0.41852 1/t, flux stiffness=0.294938 t
  K_rho ring 0.55188, infinite chain 0.55063
  v ring 0.83948 t, infinite chain 0.84108 t
U | D | mass (1/t) | b | d* | K_rho at d=0.1, 1e-3, 1e-5
 1 | 0.007333 | 0.000542 | 378.1135 | 0.000584 | 0.90567, 0.71383, 0.50379
 2 | 0.118165 | 0.016332 | 11.7318 | 0.018807 | 0.79508, 0.51177, 0.50012
 4 | 0.400738 | 0.095214 | 1.7297 | 0.127559 | 0.63570, 0.50173, 0.50002
 8 | 0.666837 | 0.228162 | 0.5197 | 0.212261 | 0.54964, 0.50052, 0.50001
16 | 0.828452 | 0.344349 | 0.2092 | 0.263704 | 0.52048, 0.50021, 0.50000
\end{verbatim}
